# Screening charge of an impurity that does not scatter: a program that tests the result

```python
# Result under test: an impurity acting only on s waves, with absolute phase
# shift delta(kF) = pi, does not scatter electrons at the Fermi energy, yet
# gathers Z = (2/pi) delta(kF) = 2 electrons (and expels 2 if delta = -pi).
# Symbols: kF Fermi wave number, EF Fermi energy, depth = well depth (negative
# for a barrier), a = well radius, u = r times the radial wave function,
# R = radius of the counting sphere, L = radius of a hard-walled box.
# Atomic units are used inside; eV, angstrom and microohm cm are printed.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, eval_legendre

EV = sc.physical_constants["Hartree energy in eV"][0]
ANG = sc.physical_constants["Bohr radius"][0] * 1e10
pi = np.pi

EF = 7.0 / EV
kF = np.sqrt(2 * EF)
a = 1.8 / ANG
a_barrier = 3.0 / ANG
concentration = 0.01
temperature = 300.0
background = 2.0          # microohm cm, round value for the other scattering


def phase(k, depth):
    """Absolute s phase shift of the square well, zero at zero depth."""
    q = np.sqrt(k**2 + 2 * depth)
    angle = np.arctan2(k * np.sin(q * a), q * np.cos(q * a))
    angle = angle + 2 * pi * np.round((q * a - angle) / (2 * pi))
    return angle - k * a


def barrier_phase(height):
    """Absolute s phase shift at kF of a barrier higher than EF."""
    kappa = np.sqrt(2 * height - kF**2)
    inner = np.arctan(kF / kappa * np.tanh(kappa * a_barrier))
    return inner - kF * a_barrier


depth_pi = brentq(lambda d: phase(kF, d) - pi, 0.0, 60 / EV, xtol=1e-14)
depth_half = brentq(lambda d: phase(kF, d) - pi / 2, 0.0, 60 / EV, xtol=1e-14)
height = brentq(lambda v: barrier_phase(v) + pi, 1.0001 * EF, 20 * EF)
step = 1e-4
slope = (phase(kF + step, depth_pi) - phase(kF - step, depth_pi)) / (2 * step)

# --- Direct integration of the radial equation at the Fermi energy ----------
R_end = 5.5 * pi / kF


def integrate(depth):
    r_in = np.linspace(0, a, 400)
    r_out = np.linspace(a, R_end, 1500)
    opts = dict(rtol=1e-10, atol=1e-12, method="DOP853")
    s1 = solve_ivp(lambda r, y: [y[1], -(kF**2 + 2 * depth) * y[0]],
                   (0, a), [0.0, 1.0], t_eval=r_in, **opts)
    s2 = solve_ivp(lambda r, y: [y[1], -kF**2 * y[0]],
                   (a, R_end), s1.y[:, -1], t_eval=r_out, **opts)
    u = np.concatenate([s1.y[0][1:], s2.y[0][1:]])
    nodes = int(np.sum(u[1:] * u[:-1] < 0))
    theta = np.arctan2(kF * s2.y[0][-1], s2.y[1][-1])
    return np.sin(theta - kF * R_end)**2, nodes


sin2_pi, nodes_pi = integrate(depth_pi)
sin2_half, nodes_half = integrate(depth_half)
sin2_free, nodes_free = integrate(0.0)
assert sin2_pi < 1e-10
assert abs(sin2_half - 1) < 1e-7
assert nodes_pi - nodes_free == 1

# --- Level counting in a box by finite differences --------------------------


def box_levels(depth, radius, L, n=6000):
    h = L / n
    r = h * np.arange(1, n)
    share = np.clip((radius - r) / h + 0.5, 0, 1)
    diagonal = 1 / h**2 - depth * share
    return eigh_tridiagonal(diagonal, np.full(n - 2, -0.5 / h**2),
                            eigvals_only=True, select="v",
                            select_range=(-3.0, 1.3 * EF))


fractions = [0.1, 0.3, 0.7, 0.9]
extra_pi, extra_half, extra_barrier = [], [], []
for fraction in fractions:
    L = (15 + fraction) * pi / kF
    free_count = np.sum(box_levels(0.0, a, L) < EF)
    for store, d, rad in ((extra_pi, depth_pi, a), (extra_half, depth_half, a),
                          (extra_barrier, -height, a_barrier)):
        store.append(int(np.sum(box_levels(d, rad, L) < EF) - free_count))
assert extra_pi == [1, 1, 1, 1]
assert extra_barrier == [-1, -1, -1, -1]
assert extra_half == [0, 0, 1, 1]

L_match = 15 * pi / kF
levels_free = box_levels(0.0, a, L_match)
levels_pi = box_levels(depth_pi, a, L_match)
assert abs(levels_free[14] - EF) * EV < 1e-3
assert abs(levels_pi[15] - EF) * EV < 1e-3
bound_count = int(np.sum(levels_pi < 0))
assert bound_count == 1
assert abs(phase(1e-6, depth_pi) - bound_count * pi) < 1e-4

# --- Screening charge from the wave functions -------------------------------
x_in, w_in = np.polynomial.legendre.leggauss(80)
x_big, w_big = np.polynomial.legendre.leggauss(400)


def bound_state(depth):
    q = brentq(lambda p: p * np.cos(p * a)
               + np.sqrt(max(2 * depth - p * p, 0)) * np.sin(p * a),
               pi / (2 * a), pi / a)
    kappa = np.sqrt(2 * depth - q * q)
    norm = (a / 2 - np.sin(2 * q * a) / (4 * q)
            + np.sin(q * a)**2 / (2 * kappa))
    return q, kappa, norm


def probability(k, depth, R):
    """Integral of u^2 from 0 to R, with u = sin(kr + delta) outside."""
    k = np.atleast_1d(k)[:, None]
    q = np.sqrt(k**2 + 2 * depth)
    delta = phase(k, depth)
    edge = k * a + delta
    amp2 = np.sin(edge)**2 + (k / q * np.cos(edge))**2
    r1 = a * (x_in + 1) / 2
    r2 = a + (R - a) * (x_big + 1) / 2
    inside = (amp2 * np.sin(q * r1)**2) @ w_in * a / 2
    outside = np.sin(k * r2 + delta)**2 @ w_big * (R - a) / 2
    return inside + outside


def excess(depth, R):
    """Electrons gathered inside R: (bound part, continuum part)."""
    q, kappa, norm = bound_state(depth)
    tail = np.sin(q * a)**2 * np.exp(-2 * kappa * (R - a)) / (2 * kappa * norm)
    k = kF * (x_big + 1) / 2
    change = probability(k, depth, R) - probability(k, 0.0, R)
    return 2 * (1 - tail), 4 / pi * (w_big @ change) * kF / 2


q_b, kappa_b, norm_b = bound_state(depth_pi)
E_bound = -kappa_b**2 / 2
assert abs(levels_pi[0] - E_bound) * EV < 5e-3

k_test, R_test = 0.6 * kF, 10 / ANG
d_test = phase(k_test, depth_pi)
slope_test = (phase(k_test + step, depth_pi)
              - phase(k_test - step, depth_pi)) / (2 * step)
identity = ((R_test + slope_test) / 2
            - np.sin(2 * (k_test * R_test + d_test)) / (4 * k_test))
assert abs(probability(k_test, depth_pi, R_test)[0] - identity) < 1e-6

ripple = []
for m in (70, 71):
    R = m * pi / (2 * kF)
    found_pi = sum(excess(depth_pi, R)) - 2
    law_pi = -slope * np.cos(2 * kF * R) / (2 * pi * kF * R**2)
    found_half = sum(excess(depth_half, R)) - 1
    law_half = -np.sin(2 * kF * R + pi / 2) / (pi * kF * R)
    assert abs(found_pi / law_pi - 1) < 0.05
    assert abs(found_half / law_half - 1) < 0.05
    ripple.append((R * ANG, found_pi, law_pi, found_half, law_half))
far_bound, far_continuum = excess(depth_pi, 70 * pi / (2 * kF))
assert abs(far_bound - 2) < 1e-10 and abs(far_continuum) < 1e-3

# --- Transport ---------------------------------------------------------------


def transport_sum(deltas):
    d = np.append(deltas, 0.0)
    weight = np.arange(1, len(d))
    return float(np.sum(weight * np.sin(d[:-1] - d[1:])**2))


def transport_by_angle(deltas):
    """The same quantity from the angular integral of |f|^2 (1 - cos)."""
    f = sum((2 * l + 1) * np.exp(1j * d) * np.sin(d) * eval_legendre(l, x_in)
            for l, d in enumerate(deltas))
    return float(w_in @ (abs(f)**2 * (1 - x_in)) / 2)


# The same well acting on every l: follow each phase from zero strength.
strength = np.linspace(0, 1, 4001)
y = np.sqrt(kF**2 + 2 * depth_pi * strength)
local = []
for l in range(8):
    j_in, dj_in = spherical_jn(l, y * a), spherical_jn(l, y * a, True)
    j_k, dj_k = spherical_jn(l, kF * a), spherical_jn(l, kF * a, True)
    n_k, dn_k = spherical_yn(l, kF * a), spherical_yn(l, kF * a, True)
    top = kF * dj_k * j_in - y * j_k * dj_in
    bottom = kF * dn_k * j_in - y * n_k * dj_in
    local.append(np.unwrap(np.arctan2(top, bottom))[-1])
assert abs(local[0] - pi) < 1e-8
assert abs(local[-1]) < 0.01
Z_local = 2 / pi * sum((2 * l + 1) * d for l, d in enumerate(local))
leak = [pi - 0.3, 0.1]
even = [pi / 4, pi / 4]
for deltas in (local, leak, even):
    assert abs(transport_sum(deltas) - transport_by_angle(deltas)) < 1e-9

kF_SI = kF / ANG * 1e10
sigma_max = 4 * pi / kF_SI**2
density = kF_SI**3 / (3 * pi**2)
speed = sc.hbar * kF_SI / sc.m_e
rate = concentration * density * speed * sigma_max
rho_drude = sc.m_e * rate / (density * sc.e**2) * 1e8
rho_max = concentration * sc.hbar * kF_SI * sigma_max / sc.e**2 * 1e8
assert abs(rho_drude / rho_max - 1) < 1e-10

# Thermal smearing, with the background scattering present.
kT = sc.k * temperature / sc.e / EV
t = np.linspace(-30, 30, 6001)
weight = 1 / np.cosh(t / 2)**2
weight /= weight.sum()
sin2 = np.sin(phase(np.sqrt(2 * (EF + t * kT)), depth_pi))**2
mean_sin2 = weight @ sin2
law_sin2 = pi**2 / 3 * (kT * slope / kF)**2
assert abs(mean_sin2 / law_sin2 - 1) < 0.02
added = background * (1 / (weight @ (1 / (1 + rho_max * sin2 / background))) - 1)
assert abs(added / (rho_max * mean_sin2) - 1) < 0.02

delta_off = phase(kF, depth_pi + 1 / EV)

# Bare Coulomb repulsion of the two bound electrons.
h = (a + 8) / 1500
r = h * (np.arange(1500) + 0.5)
P = np.where(r < a, np.sin(q_b * r)**2,
             np.sin(q_b * a)**2 * np.exp(-2 * kappa_b * (r - a))) / norm_b
assert abs(P.sum() * h - 1) < 1e-3
repulsion = P @ (1 / np.maximum.outer(r, r)) @ P * h**2

# --- Output --------------------------------------------------------------------
print(f"Fermi energy: {EF*EV:.2f} eV")
print(f"Fermi wave number: {kF/ANG:.4f} 1/angstrom")
print(f"conduction electron density: {density*1e-30:.4f} 1/angstrom^3")
print(f"well radius: {a*ANG:.2f} angstrom")
print(f"well depth for delta = pi: {depth_pi*EV:.3f} eV")
print(f"well depth for delta = pi/2: {depth_half*EV:.3f} eV")
print(f"barrier radius: {a_barrier*ANG:.2f} angstrom")
print(f"barrier height for delta = -pi: {height*EV:.3f} eV")
print(f"bound level, from band bottom: {E_bound*EV:.3f} eV")
print(f"number of bound levels per spin: {bound_count}")
for part in (0.25, 0.5, 0.75, 1.0):
    print(f"delta/pi at k = {part:.2f} kF: {phase(part*kF, depth_pi)/pi:.4f}")
print(f"d delta/dk at kF: {slope*ANG:.4f} angstrom")
print(f"sin^2 delta by integration, pi well: {sin2_pi:.1e}")
print(f"sin^2 delta by integration, pi/2 well: {sin2_half:.6f}")
print(f"nodes to {R_end*ANG:.2f} angstrom, free / pi well: "
      f"{nodes_free} / {nodes_pi}")
print(f"box sizes kF L/pi: {[15 + f for f in fractions]}")
print(f"extra levels per spin, delta = pi: {extra_pi}")
print(f"extra levels per spin, delta = pi/2: {extra_half}")
print(f"extra levels per spin, delta = -pi: {extra_barrier}")
print(f"box of {L_match*ANG:.3f} angstrom, free level 15: "
      f"{levels_free[14]*EV:.4f} eV")
print(f"same box, pi well, level 16: {levels_pi[15]*EV:.4f} eV")
for R_ang in (1.8, 3.0, 5.0, 10.0):
    b, c = excess(depth_pi, R_ang / ANG)
    print(f"electrons inside {R_ang:.1f} angstrom, bound + continuum = total: "
          f"{b:.4f} {c:+.4f} = {b+c:.4f}")
for R_ang, fp, lp, fh, lh in ripple:
    print(f"R = {R_ang:.2f} angstrom, pi well, N-2, found / law: "
          f"{fp:.3e} / {lp:.3e}")
    print(f"R = {R_ang:.2f} angstrom, pi/2 well, N-1, found / law: "
          f"{fh:.3e} / {lh:.3e}")
print(f"largest s-wave cross-section: {sigma_max*1e20:.3f} angstrom^2")
print(f"impurity concentration: {100*concentration:.1f} atomic percent")
print(f"resistivity, delta = pi/2 (Z = 1): {rho_max:.3f} microohm cm")
print(f"resistivity, delta = pi (Z = 2), 0 K: {rho_max*sin2_pi:.1e} microohm cm")
print(f"background resistivity: {background:.1f} microohm cm")
print(f"temperature: {temperature:.0f} K, kT = {kT*EV:.5f} eV")
print(f"thermal mean of sin^2 delta, found / law: "
      f"{mean_sin2:.3e} / {law_sin2:.3e}")
print(f"resistivity added at this temperature: {added:.2e} microohm cm")
print(f"well 1 eV deeper: Z = {2*delta_off/pi:.4f}, resistivity = "
      f"{rho_max*np.sin(delta_off)**2:.4f} microohm cm")
print(f"Z = 2 with p phase 0.1 rad: {rho_max*transport_sum(leak):.3f} microohm cm")
print(f"Z = 2 with s and p phases pi/4: "
      f"{rho_max*transport_sum(even):.3f} microohm cm")
print("same well on all l, delta/pi for l = 0 to 4: "
      + " ".join(f"{d/pi:.4f}" for d in local[:5]))
print(f"same well on all l: Z = {Z_local:.3f}, resistivity = "
      f"{rho_max*transport_sum(local):.3f} microohm cm")
print(f"bare repulsion of the bound pair: {repulsion*EV:.2f} eV")
print("verified")
```

Output:

```
Fermi energy: 7.00 eV
Fermi wave number: 1.3555 1/angstrom
conduction electron density: 0.0841 1/angstrom^3
well radius: 1.80 angstrom
well depth for delta = pi: 25.013 eV
well depth for delta = pi/2: 14.357 eV
barrier radius: 3.00 angstrom
barrier height for delta = -pi: 10.943 eV
bound level, from band bottom: -17.340 eV
number of bound levels per spin: 1
delta/pi at k = 0.25 kF: 1.1688
delta/pi at k = 0.50 kF: 1.1831
delta/pi at k = 0.75 kF: 1.1100
delta/pi at k = 1.00 kF: 1.0000
d delta/dk at kF: -1.1045 angstrom
sin^2 delta by integration, pi well: 2.3e-20
sin^2 delta by integration, pi/2 well: 1.000000
nodes to 12.75 angstrom, free / pi well: 5 / 6
box sizes kF L/pi: [15.1, 15.3, 15.7, 15.9]
extra levels per spin, delta = pi: [1, 1, 1, 1]
extra levels per spin, delta = pi/2: [0, 0, 1, 1]
extra levels per spin, delta = -pi: [-1, -1, -1, -1]
box of 34.766 angstrom, free level 15: 7.0000 eV
same box, pi well, level 16: 6.9999 eV
electrons inside 1.8 angstrom, bound + continuum = total: 1.8732 +0.0550 = 1.9282
electrons inside 3.0 angstrom, bound + continuum = total: 1.9992 -0.0006 = 1.9987
electrons inside 5.0 angstrom, bound + continuum = total: 2.0000 +0.0043 = 2.0043
electrons inside 10.0 angstrom, bound + continuum = total: 2.0000 -0.0005 = 1.9995
R = 81.12 angstrom, pi well, N-2, found / law: 1.998e-05 / 1.971e-05
R = 81.12 angstrom, pi/2 well, N-1, found / law: -2.899e-03 / -2.895e-03
R = 82.28 angstrom, pi well, N-2, found / law: -1.942e-05 / -1.916e-05
R = 82.28 angstrom, pi/2 well, N-1, found / law: 2.859e-03 / 2.854e-03
largest s-wave cross-section: 6.840 angstrom^2
impurity concentration: 1.0 atomic percent
resistivity, delta = pi/2 (Z = 1): 3.809 microohm cm
resistivity, delta = pi (Z = 2), 0 K: 8.6e-20 microohm cm
background resistivity: 2.0 microohm cm
temperature: 300 K, kT = 0.02585 eV
thermal mean of sin^2 delta, found / law: 2.514e-05 / 2.514e-05
resistivity added at this temperature: 9.57e-05 microohm cm
well 1 eV deeper: Z = 2.0607, resistivity = 0.0346 microohm cm
Z = 2 with p phase 0.1 rad: 0.653 microohm cm
Z = 2 with s and p phases pi/4: 3.809 microohm cm
same well on all l, delta/pi for l = 0 to 4: 1.0000 0.7038 0.7922 0.1473 0.0026
same well on all l: Z = 16.255, resistivity = 15.178 microohm cm
bare repulsion of the bound pair: 11.37 eV
verified
```
